**Bruggeman conductivity of randomly oriented uniaxial grains**

For grain conductivities C along c and A in both transverse directions, Bruggeman theory gives the polycrystal conductivity s = [A + √(A² + 8AC)]/4, which is 1.2808 for C = 2 and A = 1. The program asserts that the field used for a single anisotropic sphere conserves normal current at its surface. It also asserts that a numerical average over grain orientations reproduces the formula for three pairs of conductivities. Direct field solutions in four periodic Voronoi polycrystals give a mean of 1.2831, within the asserted tolerance of 0.01. Further assertions cover the bounds, the weak-anisotropy law and the integrals behind the scattering estimates. In the worked example, grain resistivities of 6 and 12 µΩ cm give a polycrystal value of 9.37 µΩ cm. The output also sizes the effects of texture, temperature, grain boundaries and surfaces, which the basic model leaves out.

## Check in Python

```python
"""
Result under test: for spherical, randomly oriented uniaxial grains,
Bruggeman's conductivity s is the positive root of 2 s^2 - A s - A C = 0.
C: grain conductivity along c; A: conductivity in both transverse directions.
For C=2 and A=1 this is (1+sqrt(17))/4. Boundaries have no resistance.
The root is compared with orientation averages and with direct field
solutions in random polycrystals. A resistivity example follows, with
estimates of texture, scattering and temperature effects.
"""
import numpy as np
from scipy import constants, fft
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.spatial import cKDTree


def bruggeman(c_axis, transverse):
    return (transverse + np.sqrt(transverse**2
            + 8 * transverse * c_axis)) / 4


def grain_tensor(axis, c_axis, transverse):
    return transverse * np.eye(3) + (c_axis - transverse) * np.outer(axis, axis)


def inner_field_matrix(tensor, host):
    return 3 * host * np.linalg.inv(tensor + 2 * host * np.eye(3))


C, A = 2.0, 1.0
s = bruggeman(C, A)
rng = np.random.default_rng(731)

# Sphere of radius one: test normal-current continuity with finite differences.
axis = rng.normal(size=3)
axis /= np.linalg.norm(axis)
far_field = np.array([0.7, -0.2, 1.1])
host = 1.37
tensor = grain_tensor(axis, C, A)
inside = inner_field_matrix(tensor, host) @ far_field
dipole = far_field - inside


def outer_potential(position):
    return -far_field @ position + dipole @ position / np.linalg.norm(position)**3


current_mismatch = 0.0
for normal in rng.normal(size=(30, 3)):
    normal /= np.linalg.norm(normal)
    step = 1e-5
    outer_normal_field = -(outer_potential((1 + step) * normal)
                           - outer_potential((1 - step) * normal)) / (2 * step)
    mismatch = abs(normal @ tensor @ inside - host * outer_normal_field)
    current_mismatch = max(current_mismatch, mismatch)
assert current_mismatch < 1e-8

# Orientation average over the sphere, with the full rotated tensors.
cosines, weights = np.polynomial.legendre.leggauss(12)
angles = 2 * np.pi * np.arange(16) / 16
orientations = []
for cosine, weight in zip(cosines, weights):
    sine = np.sqrt(1 - cosine**2)
    for angle in angles:
        direction = np.array([sine * np.cos(angle), sine * np.sin(angle), cosine])
        orientations.append((weight / 32, direction))


def average_excess_current(trial, c_axis, transverse):
    total = np.zeros((3, 3))
    for weight, direction in orientations:
        local = grain_tensor(direction, c_axis, transverse)
        total += weight * (local - trial * np.eye(3)) @ inner_field_matrix(local, trial)
    return total


for c_test, a_test in [(C, A), (0.3, 1.0), (7.0, 2.0)]:
    numerical = brentq(lambda x: average_excess_current(x, c_test, a_test)[2, 2],
                       min(c_test, a_test), max(c_test, a_test), xtol=1e-12)
    assert abs(numerical - bruggeman(c_test, a_test)) < 1e-9
    assert np.max(np.abs(average_excess_current(numerical, c_test, a_test))) < 1e-9
    if (c_test, a_test) == (C, A):
        orientation_root = numerical
mean_inner = sum(w * inner_field_matrix(grain_tensor(n, C, A), s)
                 for w, n in orientations)
assert np.allclose(mean_inner, np.eye(3), atol=1e-10)
assert round(orientation_root, 2) == 1.28
polynomial_roots = np.sort(np.roots([2, -A, -A * C]))
assert polynomial_roots[0] < 0 < polynomial_roots[1]


# Weak-anisotropy law: its error must fall as the cube of the anisotropy.
def weak_law(c_axis, transverse):
    values = np.array([c_axis, transverse, transverse])
    return values.mean() - values.var() / (3 * values.mean())


weak_errors = [abs(bruggeman(1 + e, 1) - weak_law(1 + e, 1)) for e in (0.02, 0.01)]
weak_error_ratio = weak_errors[0] / weak_errors[1]
assert 7.5 < weak_error_ratio < 8.5


# Direct periodic field solution; an odd grid avoids unpaired Fourier modes.
def polycrystal_conductivity(seed, size=33, grains=120):
    local_rng = np.random.default_rng(seed)
    centres = local_rng.random((grains, 3))
    points = np.stack(np.meshgrid(*[np.arange(size) / size] * 3,
                                  indexing='ij'), axis=-1)
    labels = cKDTree(centres, boxsize=1).query(points.reshape(-1, 3))[1]
    axes = local_rng.normal(size=(grains, 3))
    axes /= np.linalg.norm(axes, axis=1)[:, None]
    axis_field = axes[labels].T.reshape(3, size, size, size)
    frequency = fft.fftfreq(size) * size
    wave = np.array(np.meshgrid(frequency, frequency, frequency, indexing='ij'))
    wave_squared = np.sum(wave**2, axis=0)
    wave_squared[0, 0, 0] = 1
    reference = (C + A) / 2
    diagonal = []
    for component in range(3):
        field = np.zeros_like(axis_field)
        field[component] = 1
        for _ in range(22):
            current = A * field + (C - A) * axis_field * np.sum(axis_field * field, axis=0)
            transform = fft.fftn(current, axes=(1, 2, 3))
            correction = wave * np.sum(wave * transform, axis=0) / wave_squared
            change = fft.ifftn(correction, axes=(1, 2, 3)).real / reference
            field -= change
        assert np.sqrt(np.mean(change**2)) < 1e-8
        current = A * field + (C - A) * axis_field * np.sum(axis_field * field, axis=0)
        diagonal.append(current[component].mean())
    return np.mean(diagonal)


simulated = np.array([polycrystal_conductivity(seed) for seed in (11, 12, 13, 14)])
lower = 3 / (1 / C + 2 / A)
upper = (C + 2 * A) / 3
# The tolerance covers finite grain number, voxel boundaries and grain shape.
assert abs(simulated.mean() - s) < 0.01
assert np.all((simulated > lower) & (simulated < upper))
assert lower < orientation_root < upper

# Engineering example; micro-ohm cm times 1e-8 gives ohm m.
rho_c, rho_a = 6.0, 12.0
rho_poly = 1 / bruggeman(1 / rho_c, 1 / rho_a)
rho_mean = (rho_c + 2 * rho_a) / 3
rho_from_mean_sigma = 3 / (1 / rho_c + 2 / rho_a)
sigma_poly = 1 / (rho_poly * 1e-8) / 1e6
assert abs(rho_poly - rho_a / orientation_root) < 1e-8

# Free-electron size estimate, tested by a Fermi-surface integral.
density = 130e27
rho_lambda = (3 * np.pi**2)**(1 / 3) * constants.hbar / (
    constants.e**2 * density**(2 / 3))
fermi_wave = brentq(lambda k: 2 * (4 * np.pi * k**3 / 3) / (2 * np.pi)**3
                    / density - 1, 1e9, 1e11)
surface_integral = 2 * np.pi * fermi_wave**2 * quad(lambda u: u**2, -1, 1)[0]
sigma_per_path = constants.e**2 * surface_integral / (4 * np.pi**3 * constants.hbar)
assert abs(rho_lambda * sigma_per_path - 1) < 1e-8
path_nm = rho_lambda / (rho_poly * 1e-8) * 1e9
reflection = 0.3


def boundary_factor(grain_nm):
    strength = path_nm / grain_nm * reflection / (1 - reflection)
    return 1 / (1 - 1.5 * strength + 3 * strength**2
                - 3 * strength**3 * np.log1p(1 / strength))


def surface_factor(thickness_nm):
    ratio = thickness_nm / path_nm
    loss = quad(lambda u: (u - u**3) * (1 - np.exp(-ratio / u)), 0, 1)[0]
    return 1 / (1 - 1.5 * loss / ratio)


for grain_nm in (200.0, 20.0):
    strength = path_nm / grain_nm * reflection / (1 - reflection)
    relative_sigma = 3 * quad(lambda u: u**2 / (1 + strength / u), 0, 1)[0]
    assert abs(boundary_factor(grain_nm) * relative_sigma - 1) < 1e-8
ratio = 20.0 / path_nm
film_sigma = dblquad(lambda z, u: 1.5 * (1 - u**2) * (1 - np.exp(-z / u)) / ratio,
                     0, 1, 0, ratio)[0]
assert abs(surface_factor(20.0) * film_sigma - 1) < 1e-6
temperature_rise, coefficient = 80.0, 0.004
heat_factor = 1 + coefficient * temperature_rise
rho_hot = 1 / bruggeman(1 / (rho_c * heat_factor), 1 / (rho_a * heat_factor))
assert abs(rho_hot / rho_poly - heat_factor) < 1e-12


def percent(factor):
    return 100 * (factor - 1)


print(f"Input conductivity along c: {C:.1f} (relative)")
print(f"Input transverse conductivity: {A:.1f} (relative)")
print(f"Bruggeman conductivity, closed form: {s:.6f} (relative)")
print(f"Root from orientation quadrature: {orientation_root:.6f} (relative)")
print(f"Rejected negative root: {polynomial_roots[0]:.6f} (relative)")
print(f"Lower bound, uniform current: {lower:.6f} (relative)")
print(f"Upper bound, uniform field: {upper:.6f} (relative)")
print(f"Weak-anisotropy estimate: {weak_law(C, A):.6f} (relative)")
print(f"Weak-law error ratio on halving anisotropy: {weak_error_ratio:.3f}")
print(f"Largest sphere normal-current mismatch: {current_mismatch:.1e} (relative)")
print(f"Direct polycrystal mean, 4 samples: {simulated.mean():.4f} (relative)")
print(f"Direct polycrystal minimum: {simulated.min():.4f} (relative)")
print(f"Direct polycrystal maximum: {simulated.max():.4f} (relative)")
print(f"Example resistivity along c: {rho_c:.1f} microohm cm")
print(f"Example transverse resistivity: {rho_a:.1f} microohm cm")
print(f"Example Bruggeman resistivity: {rho_poly:.3f} microohm cm")
print(f"Example Bruggeman conductivity: {sigma_poly:.2f} MS/m")
print(f"Mean resistivity, also series-grain line: {rho_mean:.3f} microohm cm")
print(f"Inverse of mean conductivity: {rho_from_mean_sigma:.3f} microohm cm")
print(f"Series-grain change from Bruggeman: {percent(rho_mean/rho_poly):+.1f} %")
print(f"Full c texture along current: {percent(rho_c/rho_poly):+.1f} %")
print(f"Full c texture across current: {percent(rho_a/rho_poly):+.1f} %")
print(f"Rough electron density: {density*1e-27:.0f} per nm^3")
print(f"Estimated mean free path: {path_nm:.2f} nm")
print(f"Assumed boundary reflection probability: {reflection:.1f}")
print(f"Boundary scattering, 200 nm grains: {percent(boundary_factor(200)):+.2f} %")
print(f"Surface scattering, 1000 nm film: {percent(surface_factor(1000)):+.2f} %")
print(f"Boundary scattering, 20 nm grains: {percent(boundary_factor(20)):+.1f} %")
print(f"Surface scattering, 20 nm film: {percent(surface_factor(20)):+.1f} %")
print(f"Temperature rise: {temperature_rise:.0f} K")
print(f"Rough resistivity temperature coefficient: {coefficient:.3f} per K")
print(f"Resistivity after temperature rise: {rho_hot:.3f} microohm cm")
print(f"Temperature effect: {percent(heat_factor):+.1f} %")
print("finished without a failed check")
```

Printed output:

```
Input conductivity along c: 2.0 (relative)
Input transverse conductivity: 1.0 (relative)
Bruggeman conductivity, closed form: 1.280776 (relative)
Root from orientation quadrature: 1.280776 (relative)
Rejected negative root: -0.780776 (relative)
Lower bound, uniform current: 1.200000 (relative)
Upper bound, uniform field: 1.333333 (relative)
Weak-anisotropy estimate: 1.277778 (relative)
Weak-law error ratio on halving anisotropy: 7.904
Largest sphere normal-current mismatch: 8.8e-11 (relative)
Direct polycrystal mean, 4 samples: 1.2831 (relative)
Direct polycrystal minimum: 1.2826 (relative)
Direct polycrystal maximum: 1.2838 (relative)
Example resistivity along c: 6.0 microohm cm
Example transverse resistivity: 12.0 microohm cm
Example Bruggeman resistivity: 9.369 microohm cm
Example Bruggeman conductivity: 10.67 MS/m
Mean resistivity, also series-grain line: 10.000 microohm cm
Inverse of mean conductivity: 9.000 microohm cm
Series-grain change from Bruggeman: +6.7 %
Full c texture along current: -36.0 %
Full c texture across current: +28.1 %
Rough electron density: 130 per nm^3
Estimated mean free path: 5.29 nm
Assumed boundary reflection probability: 0.3
Boundary scattering, 200 nm grains: +1.69 %
Surface scattering, 1000 nm film: +0.20 %
Boundary scattering, 20 nm grains: +16.5 %
Surface scattering, 20 nm film: +11.0 %
Temperature rise: 80 K
Rough resistivity temperature coefficient: 0.004 per K
Resistivity after temperature rise: 12.367 microohm cm
Temperature effect: +32.0 %
finished without a failed check
```
